# How Much Parabolic Oxide Growth Does a Furnace Ramp Add?: test program

```python
"""
Result under test: a linear temperature ramp (rate beta) ending at T_f adds
parabolic oxide growth equal to a hold at T_f of duration
    t_eq = (1/beta) * integral of B(T)/B(T_f) dT,
with leading estimate t_0 = k T_f^2 / (beta E), which is an upper bound.
B: parabolic rate constant, proportional to exp(-E/kT), x^2 = x0^2 + B t.
A: length in (2x + A) dx/dt = B; B/A has activation energy E_L.
a = E/(k T_f). Lengths in nm, times in min, temperatures in K, energies in eV.
Rate parameters are rough rounded values typical of dry silicon oxidation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import expn

k_eV = constants.k / constants.e
zero_C = constants.zero_Celsius
E_par = 1.24
E_lin = 2.0
beta = 10.0
T_f = 1000.0 + zero_C
T_room = 25.0 + zero_C
B_f = 200.0
A_f = 170.0
x_start = 1000.0
soak = 60.0
lag_time = 0.5


def relative_rate(T, E):
    """Arrhenius rate divided by its value at T_f."""
    return np.exp(-E / k_eV * (1.0 / T - 1.0 / T_f))


def time_by_quadrature(T_low, T_high, E):
    """Equivalent minutes at T_f, from the defining integral."""
    value, _ = quad(relative_rate, T_low, T_high, args=(E,),
                    epsabs=1e-11, epsrel=1e-11, limit=300)
    return value / beta


def cold_start_time(T_end, E):
    """Equivalent minutes at T_end for a ramp from absolute zero."""
    a_end = E / (k_eV * T_end)
    return T_end / beta * np.exp(a_end) * expn(2, a_end)


def time_by_formula(T_low, E):
    """Closed form for a ramp from T_low to T_f."""
    return (cold_start_time(T_f, E)
            - relative_rate(T_low, E) * cold_start_time(T_low, E))


def thickness_gain(x0, temperature, duration, A_final):
    """Integrate (2x + A) dx/dt = B along a temperature history."""
    def rate(t, y):
        T = temperature(t)
        A = A_final * relative_rate(T, E_par - E_lin)
        return [B_f * relative_rate(T, E_par) / (2 * (x0 + y[0]) + A)]
    sol = solve_ivp(rate, (0.0, duration), [0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=1.0)
    assert sol.success
    return sol.y[0, -1]


def furnace(t):
    return T_room + beta * t


def hold(t):
    return T_f


ramp_time = (T_f - T_room) / beta
a = E_par / (k_eV * T_f)
delta_T = k_eV * T_f**2 / E_par
t_0 = delta_T / beta
t_eq = time_by_quadrature(T_room, T_f, E_par)

# Width of the active temperature range against a finite difference of ln B.
h = 0.01
slope = (np.log(relative_rate(T_f + h, E_par))
         - np.log(relative_rate(T_f - h, E_par))) / (2 * h)
assert abs(slope * delta_T - 1) < 1e-6

# Closed form against the defining integral, for several start temperatures.
for start_C in (25.0, 600.0, 800.0, 950.0):
    T_s = start_C + zero_C
    assert abs(time_by_formula(T_s, E_par)
               - time_by_quadrature(T_s, T_f, E_par)) < 1e-8

# Bounds on t_eq/t_0 for a cold start, over a wide range of a.
for a_test in (3.0, 6.0, a, 20.0, 40.0):
    integral, _ = quad(lambda v: np.exp(-a_test * (1 / v - 1)), 0.0, 1.0,
                       epsabs=1e-12, epsrel=1e-11, limit=300)
    ratio = a_test * integral
    assert (1 + 1 / a_test)**-2 < ratio < 1 - 2 / a_test + 6 / a_test**2
    assert ratio < 1
lower = t_0 * (1 + 1 / a)**-2
upper = t_0 * (1 - 2 / a + 6 / a**2)
assert lower < t_eq < upper < t_0

# Growth in the ramp equals growth in a hold of length t_eq.
gain_ramp = thickness_gain(x_start, furnace, ramp_time, 0.0)
gain_hold = thickness_gain(x_start, hold, t_eq, 0.0)
assert abs(gain_ramp - gain_hold) < 1e-6
gain_total = np.sqrt(x_start**2 + B_f * (t_eq + soak)) - x_start
gain_soak_only = np.sqrt(x_start**2 + B_f * soak) - x_start
numeric_soak = thickness_gain(x_start + gain_ramp, hold, soak, 0.0)
assert abs(gain_ramp + numeric_soak - gain_total) < 1e-6

share_1 = time_by_quadrature(T_f - delta_T, T_f, E_par) / t_eq
share_2 = time_by_quadrature(T_f - 2 * delta_T, T_f, E_par) / t_eq

# Surface reaction included: equivalent time between linear and parabolic.
t_linear = time_by_quadrature(T_room, T_f, E_lin)
mixed = {}
for x0 in (x_start, 0.0):
    gain = thickness_gain(x0, furnace, ramp_time, A_f)
    t_mixed = gain * (2 * x0 + gain + A_f) / B_f
    assert t_linear < t_mixed < t_eq
    check = thickness_gain(x0, hold, t_mixed, A_f)
    # At fixed T_f the linear-parabolic law must return the same gain.
    assert abs(check - gain) < 1e-6
    mixed[x0] = (gain, t_mixed)
bare_parabolic = np.sqrt(B_f * t_eq)


# Wafer that follows the furnace with a first-order thermal lag.
def lagged(t, y):
    T_set = min(furnace(t), T_f)
    return [(T_set - y[0]) / lag_time, relative_rate(y[0], E_par)]


options = dict(method="DOP853", rtol=1e-10, atol=1e-10, max_step=0.5)
ramp_part = solve_ivp(lagged, (0.0, ramp_time), [T_room, 0.0], **options)
T_wafer, t_lagged = ramp_part.y[:, -1]
soak_part = solve_ivp(lagged, (ramp_time, ramp_time + 20.0),
                      [T_wafer, 0.0], **options)
assert ramp_part.success and soak_part.success
loss_ramp = t_eq - t_lagged
loss_soak = 20.0 - soak_part.y[1, -1]
assert abs(T_f - T_wafer - beta * lag_time) < 1e-5
last_part = time_by_quadrature(T_f - beta * lag_time, T_f, E_par)
assert abs(loss_ramp - last_part) < 1e-5
# Second-order terms in the small lag are a few per cent here.
assert abs(loss_soak / (lag_time * beta * lag_time / delta_T) - 1) < 0.03

print(f"Activation energy E: {E_par:.2f} eV")
print(f"Boltzmann constant k: {k_eV:.6e} eV/K")
print(f"Ramp rate beta: {beta:.1f} K/min")
print(f"Start temperature: {T_room:.2f} K")
print(f"Final temperature T_f: {T_f:.2f} K")
print(f"Ramp duration: {ramp_time:.1f} min")
print(f"Thermal energy k T_f: {k_eV * T_f:.5f} eV")
print(f"a = E/(k T_f): {a:.3f} (no unit)")
print(f"Active range Delta T: {delta_T:.1f} K")
print(f"Leading estimate t_0: {t_0:.2f} min = {60 * t_0:.0f} s")
print(f"Full integral t_eq: {t_eq:.2f} min = {60 * t_eq:.0f} s")
print(f"Ratio t_eq/t_0: {t_eq / t_0:.4f} (no unit)")
print(f"Excess of t_0 over t_eq: {100 * (t_0 / t_eq - 1):.1f} %")
print(f"Lower bound on t_eq: {lower:.2f} min")
print(f"Upper bound on t_eq: {upper:.2f} min")
print(f"Share from last Delta T: {100 * share_1:.1f} %")
print(f"Share from last 2 Delta T: {100 * share_2:.1f} %")
for start_C in (600.0, 800.0):
    t_s = time_by_formula(start_C + zero_C, E_par)
    print(f"t_eq for start at {start_C:.0f} C: {t_s:.2f} min")
print(f"Rough B at T_f: {B_f:.0f} nm^2/min")
print(f"Rough A at T_f: {A_f:.0f} nm")
print(f"Rough linear activation energy E_L: {E_lin:.1f} eV")
print(f"Initial oxide thickness: {x_start:.0f} nm")
print(f"Added x^2 in ramp, B t_eq: {B_f * t_eq:.0f} nm^2")
print(f"Ramp gain, parabolic: {gain_ramp:.3f} nm")
print(f"Soak time: {soak:.0f} min")
print(f"Gain of soak without ramp: {gain_soak_only:.3f} nm")
print(f"Gain of ramp and soak: {gain_total:.3f} nm")
print(f"t_eq as share of soak: {100 * t_eq / soak:.1f} %")
print(f"Purely linear equivalent time: {t_linear:.2f} min")
print(f"Thick oxide, with reaction, gain: {mixed[x_start][0]:.3f} nm")
print(f"Thick oxide, with reaction, t*: {mixed[x_start][1]:.2f} min")
print(f"Bare wafer, with reaction, gain: {mixed[0.0][0]:.1f} nm")
print(f"Bare wafer, with reaction, t*: {mixed[0.0][1]:.2f} min")
print(f"Bare wafer, parabolic law alone: {bare_parabolic:.1f} nm")
print(f"Assumed wafer lag time: {lag_time:.1f} min")
print(f"Wafer behind furnace at ramp end: {T_f - T_wafer:.2f} K")
print(f"Equivalent time lost in ramp: {loss_ramp:.3f} min")
print(f"Equivalent time lost in soak: {loss_soak:.3f} min")
print("finished without a failed check")
```

Printed output:

```
Activation energy E: 1.24 eV
Boltzmann constant k: 8.617333e-05 eV/K
Ramp rate beta: 10.0 K/min
Start temperature: 298.15 K
Final temperature T_f: 1273.15 K
Ramp duration: 97.5 min
Thermal energy k T_f: 0.10971 eV
a = E/(k T_f): 11.302 (no unit)
Active range Delta T: 112.6 K
Leading estimate t_0: 11.26 min = 676 s
Full integral t_eq: 9.67 min = 580 s
Ratio t_eq/t_0: 0.8583 (no unit)
Excess of t_0 over t_eq: 16.5 %
Lower bound on t_eq: 9.51 min
Upper bound on t_eq: 9.80 min
Share from last Delta T: 71.9 %
Share from last 2 Delta T: 93.9 %
t_eq for start at 600 C: 9.64 min
t_eq for start at 800 C: 8.81 min
Rough B at T_f: 200 nm^2/min
Rough A at T_f: 170 nm
Rough linear activation energy E_L: 2.0 eV
Initial oxide thickness: 1000 nm
Added x^2 in ramp, B t_eq: 1934 nm^2
Ramp gain, parabolic: 0.966 nm
Soak time: 60 min
Gain of soak without ramp: 5.982 nm
Gain of ramp and soak: 6.943 nm
t_eq as share of soak: 16.1 %
Purely linear equivalent time: 6.32 min
Thick oxide, with reaction, gain: 0.833 nm
Thick oxide, with reaction, t*: 9.04 min
Bare wafer, with reaction, gain: 7.2 nm
Bare wafer, with reaction, t*: 6.36 min
Bare wafer, parabolic law alone: 44.0 nm
Assumed wafer lag time: 0.5 min
Wafer behind furnace at ramp end: 5.00 K
Equivalent time lost in ramp: 0.489 min
Equivalent time lost in soak: 0.022 min
finished without a failed check
```
